Two-sided finite-element bounds for the resistance of a polygonal rough strip

**Form of the answer**

A flat conductor of resistivity ρ and uniform thickness t has sheet resistance R_s = ρ/t, in ohms. If all lengths in the plane are multiplied by s, potential gradients at fixed voltage fall as 1/s while the cross-section carrying the current grows as s. The total current is unchanged. Hence

R = R_s F,

where the pure number F depends on shape alone, not on size. A second symmetry belongs to two dimensions: turning a divergence-free field through 90° gives a curl-free field. Current lines and equipotentials can therefore exchange roles, as can electrodes and insulating edges, and the exchanged problem has the value 1/F. Since finite elements err in a known direction in each problem, the two together enclose F.

**Assumptions and notation**

The metal fills a simply connected polygon. Its boundary consists, counterclockwise, of a lower insulating edge, a right electrode, an upper insulating edge and a left electrode. The electrodes are equipotentials. Ohm's law is local and isotropic, with sheet resistance R_s r, where r > 0 is constant on each cell of the starting mesh; r = 1 is uniform metal.

Let φ be continuous and piecewise smooth, 0 on the left electrode and 1 on the right. Let ψ be of the same kind, 0 on the lower edge and 1 on the upper. Each is free on the other two arcs. Define

D[φ] = ∫ |∇φ|²/r dA,  D*[ψ] = ∫ r|∇ψ|² dA.

The claim is

1/D[φ] ≤ F ≤ D*[ψ].

**Derivation**

Let u be the true potential divided by the voltage V. It satisfies div(∇u/r) = 0, with no normal flux at the insulating edges. Power balance reads

VI = V² D[u]/R_s, so F = V/(I R_s) = 1/D[u].

From ψ form the field q = (∂ψ/∂y, −∂ψ/∂x). It has zero divergence and |q| = |∇ψ|. With outward normal n and counterclockwise tangent τ = (−n_y, n_x),

q·n = n_x ∂ψ/∂y − n_y ∂ψ/∂x = τ·∇ψ.

Across an internal mesh line this is the tangential derivative of a continuous function, so no flux is lost there. On the insulating edges ψ is constant and q·n = 0. Therefore

∫ ∇φ·q dA = ∮ φ q·n ds = ∫_right τ·∇ψ ds = 1 − 0 = 1,

because φ vanishes on the left, equals 1 on the right, and ψ climbs from 0 to 1 along the right electrode. Expanding a square, with D = D[φ], gives

∫ r|q − ∇φ/(rD)|² dA = D*[ψ] − (2/D)·1 + D/D² = D*[ψ] − 1/D[φ].  (1)

The left side cannot be negative. Setting φ = u gives D*[ψ] ≥ 1/D[u] = F, the upper bound.

For the lower bound, take q* = ∇u/(rD[u]). It has no divergence, and the domain is simply connected, so q* comes from a stream function v. The absence of flux through the insulating edges makes v constant on each. The difference of these constants is the flux through the right electrode:

∫_right q*·n ds = (1/D[u]) ∮ u n·∇u/r ds = D[u]/D[u] = 1.

Thus v is admissible, and D*[v] = ∫ r|q*|² dA = D[u]/D[u]² = F. Setting ψ = v in (1) gives F ≥ 1/D[φ].

The sign of q is a convention: q points up the potential, and the electrical current points the other way. Equation (1) with φ = u also bounds the field error: ∫ r|q − q*|² dA = D*[ψ] − F, which is at most the computed gap.

**Bounds by hand for gentle edges**

Take r = 1, lower edge b(x), upper edge a(x), width w = a − b and vertical electrodes. For φ depending on x alone, D = ∫ wφ′² dx. Cauchy's inequality gives

1 = (∫ φ′ dx)² ≤ (∫ wφ′² dx)(∫ dx/w),

with equality for φ′ ∝ 1/w. The best such lower bound is F ≥ ∫ dx/w.

For the upper bound take ψ = (y − b)/w. Then ∂ψ/∂y = 1/w and ∂ψ/∂x = −(b′ + ψw′)/w. At fixed x, dy = w dψ, so

∫ |∇ψ|² dy = (1/w)[1 + ∫₀¹ (b′ + ψw′)² dψ]
= (1/w)[1 + b′² + b′w′ + w′²/3].

Inserting w′ = a′ − b′ gives

F ≤ ∫ [1 + (a′² + a′b′ + b′²)/3] dx/w.

As the slopes tend to zero the two bounds meet at ∫ dx/w. Their separation is of second order in the slopes. On a segment of length h whose width runs linearly from w₀ to w₁, ∫ dx/w = h ln(w₁/w₀)/(w₁ − w₀), or h/w₀ for equal widths.

**Discrete scheme**

Use continuous functions linear on each triangle. For counterclockwise vertices x₀, x₁, x₂ and area A, let e_i = x_{i+2} − x_{i+1}, indices modulo 3. The basis function N_i is constant along e_i and rises from 0 to 1 over the height 2A/|e_i|. Its gradient is therefore e_i turned inward by 90°:

∇N_i = (−e_{i,y}, e_{i,x})/(2A).

The matrix is K_ij = Σ_T c_T A_T ∇N_i·∇N_j, with c = 1/r for φ and c = r for ψ. Minimizing over the free values f, with boundary values g prescribed, gives K_ff z_f = −K_fg z_g. The insulating condition for φ and the electrode condition for ψ need no code, since they are natural conditions of the minimum.

Both fields are constant on a triangle, so (1) splits the whole gap into local shares:

s_T = r_T A_T |q_T − ∇φ_T/(r_T D)|²,  Σ_T s_T = D* − 1/D.

These shares steer the refinement.

Each node stores x, y and two labels ξ, η. The label ξ is 0 and 1 on the left and right electrodes; η is 0 and 1 on the lower and upper edges. New midpoints average all four numbers. In the starting mesh, an edge with both ends on the same arc must be a boundary edge; otherwise interior nodes would later be fixed by mistake.

Pseudocode:

    build triangles that tile the polygon
    repeat
        solve for φ: weight 1/r, fixed where ξ is 0 or 1
        solve for ψ: weight r,   fixed where η is 0 or 1
        D  = sum of A |grad φ|² / r
        D* = sum of A r |grad ψ|²
        compute the shares s_T
        report [1/D, D*]
        stop if the gap or node limit is reached
        sort s_T in descending order
        mark the first triangles holding half the gap
        select all edges of marked triangles
        repeat until nothing changes
            if a triangle has a selected edge,
                select its refinement edge too
        bisect triangles across the selected edges

A triangle (a, b, c) has refinement edge ab. With midpoint m its children are (c, a, m) and (b, c, m), whose refinement edges are ca and bc. A child is bisected again by the same rule if its refinement edge is selected. Old trial functions remain available on the new mesh, so in exact arithmetic the lower bound cannot fall and the upper bound cannot rise.

**Corners and convergence**

In uniform metal near an insulating corner of interior angle ω, the varying part of the potential behaves as ρ^k cos(kθ), where ρ is here the distance from the corner. Zero normal derivative at θ = ω requires sin(kω) = 0, so the leading exponent is k = π/ω. Where an electrode meets an insulating edge the form is ρ^k sin(kθ) with cos(kω) = 0, so k = π/(2ω). The conjugate function has the same exponents.

On a uniform mesh of size h the energy error from the disc ρ < h scales as ∫₀^h ρ^{2k−2} ρ dρ ∝ h^{2k}. Outside it, the squared gradient error is of order h²ρ^{2k−4}, and for k < 1 its integral is again ∝ h^{2k}. With N ∝ h⁻² nodes,

gap ∝ N^(−k) for k < 1.

Grading removes the loss. A triangle of size h(ρ) has share of order h⁴ρ^{2k−4}. Setting all shares equal to ε gives h² = ε^{1/2}ρ^{2−k}. The number of triangles is ∝ ∫ ρ dρ/h² = ε^{−1/2} ∫ ρ^{k−1} dρ, which converges at the corner. The gap Nε is then ∝ 1/N. This argument shows what an equalized mesh achieves; whether the marking rule attains the same rate was tested on the following bend.

**Cases with known answers**

A right-angle bend of unit width has two straight arms of length a. Map the upper half-plane to it by

dz/dt = (1/(πt)) [(t + 1)/(t − 1)]^{1/2}.

The inner corner is at t = −1, the outer at t = 1, and the arms run to t = 0 and ∞. The outer edge from its corner to t = T has length

(1/π)∫₁^T (t + 1)/(t√(t² − 1)) dt = (1/π)[arcosh T + arcsec T] → (ln 2T)/π + 1/2.

This equals a + 1, so ln T = π(a + 1/2) − ln 2. The substitution t → 1/t gives the same length for the other arm. The half-annulus 1/T < |t| < T has F = (1/π) ln T², hence

F = 2a + 1 − (2/π) ln 2.

Straight electrodes differ from the mapped semicircles by an amount that decays along the arm as exp(−πa), and F is affected at order exp(−2πa). The exact finite-arm value is lower by about 0.11 exp(−2πa). For a = 3 this is below 10⁻⁹, and F = 6.558729.

Here and below, the ends of brackets are rounded outward, so that the printed bounds remain valid. Uniform refinement to 16705 nodes gave 6.5566 to 6.5607, a gap of 4.05×10⁻³. Adaptive refinement to 22187 nodes gave 6.5586 to 6.5589, a gap of 1.91×10⁻⁴. The gap slopes against N on logarithmic axes were −0.683 and −1.023. The inner corner, with ω = 270°, predicts −2/3 for uniform meshes.

The quadrilateral (0,0), (2,0.5), (1,1), (0.5,2) is symmetric about y = x. Let its electrodes be the sides (0,0)–(0.5,2) and (2,0.5)–(1,1). Reflection exchanges them with the insulating sides, so the minima of D and D* are equal. They are also reciprocal, so F = 1. The uniform-mesh bracket was 0.979 to 1.016. It is wide because an electrode meets an insulating edge at 216.87°, where k = 0.415; the observed slope was −0.418.

A square divided into four equal squares, with r = r₁ and r₂ in checkerboard order, tests variable r. A quarter turn exchanges the colours, replacing r by r₁r₂/r. The conjugate minimum is therefore r₁r₂ D[u]. It also equals 1/D[u], so F = √(r₁r₂). For values 1 and 4 the bracket was 1.9996 to 2.0004, around the exact value 2.

**A rhodium line**

The line is 96 nm long, nominally 16 nm wide and 30 nm thick. Its edges are polygons with vertices every 6 nm; their chosen offsets, positive upward, are listed in the numerical output. The width at the vertices ranges from 13.0 to 18.5 nm. With a rough resistivity of 4.7 μΩ cm,

R_s = 4.7×10⁻⁸ Ω m / 30×10⁻⁹ m = 1.567 Ω.

The hand bounds are 6.146 ≤ F ≤ 6.331. The first mesh, with 51 nodes, has an upper bound of 6.353, worse than the hand bound. This is possible because (y − b)/w is not linear on its triangles. At 28025 nodes,

6.2426 ≤ F ≤ 6.2429,
9.780 Ω ≤ R ≤ 9.781 Ω.

The full gap is 0.0039% of the midpoint. From 3882 to 28025 nodes the midpoint moved by 1.5×10⁻⁵ Ω, much less than the final half gap of 1.9×10⁻⁴ Ω. The half gap is a guaranteed upper limit on the error of the midpoint; the small shift is not a guarantee.

A separate boundary-integral calculation used constant potential or flux on each element, with 40 elements per edge segment and 100 per electrode. It gave F = 6.24264, inside the bracket. This is one discretization only: the converged value is 6.24273, at the midpoint of the bracket, so the boundary-integral result is low by about 1×10⁻⁴ and its last two digits are not converged.

The smooth nominal line has F = 96/16 = 6, so the rough line is 4.05% more resistive. The offsets reduce the mean width to 15.75 nm, which alone gives 96/15.75 = 6.095, an increase of 1.6%. Width variation at that mean raises the estimate to ∫ dx/w = 6.147, another 0.9% of the smooth value. The remaining 1.6% is the excess over a model in which every vertical section is an equipotential.

**Comparison with a real line**

A width of 16 nm and a height about twice as large lie in the range for which rhodium is of interest as an interconnect metal. The edge offsets, up to 2 nm, are illustrative and do not describe a particular process. Uniform bulk resistivity is the assumption that fails most plainly. For a rough mean free path λ = 7 nm, suppose that electrons leave a wall without drift and recover it over λ. At distance z from the wall, direction cosine μ to its normal contributes a loss (3/4)(1 − μ²)exp(−z/(λμ)). Integrating over z and μ, with the far wall distant, gives 3λ/(16d) for one wall of a film of thickness d, and 3λ/(8d) for two. At d = 16 nm this is 0.164; the integral over the finite film gives 0.160. Adding the losses of both wall pairs, which counts their overlap near the wire's corners twice, gives

r = 1/[1 − (3λ/8)(1/w + 1/t)] = 1.336

at the nominal section. Using the finite-film losses instead of the thick-film limit lowers this only to 1.329; the double counting matters more. To avoid it, let each electron lose its drift only at the last wall it met: 1/r = 1 − ⟨3ν² exp(−L/λ)⟩, where ν is the direction cosine to the wire axis, L is the distance back along the path to that wall, and the average runs over the section and all directions. This gives r = 1.287, so in this model the resistance rises by about 29%. With the simpler formula, letting r follow the mean width of each segment changes F by a further 0.7% relative to using 1.336 throughout the same polygon; with the averaged formula the corresponding change is 0.5%.

Grain boundaries can be sized with the Mayadas–Shatzkes model. For assumed grain size G = 20 nm and reflection probability P = 0.3, α = (λ/G)P/(1 − P) = 0.15. The conductivity ratio 3∫₀¹ μ³/(μ + α) dμ, with μ now measured from the current direction, gives a resistance factor of 1.22. If resistivity is proportional to absolute temperature, warming from 20 to 105 °C gives a factor of 1.29. Bulk rhodium should rise somewhat faster, because phonon resistivity grows faster than linearly in this range, and noticeably so when, as for rhodium, the Debye temperature is not small compared with room temperature: the Bloch–Grüneisen formula with a characteristic temperature of 350 to 480 K gives 1.33 to 1.37. Wall scattering adds a part that depends little on temperature, which lowers the factor for the line as a whole. These are separate estimates, not a calibrated total. Moreover, the vertex spacing is only 0.86 of the mean free path, so a local Ohm's law is itself doubtful at the scale of the roughness. The narrow bracket measures the numerical error of the Ohmic model, not the uncertainty of a manufactured line's resistance.

**Cost, stability and failure modes**

Each pass needs two sparse symmetric positive-definite solves. For planar meshes with a nested-dissection ordering, direct factorization takes of order N^{3/2} operations and N ln N storage. If N grows by at least a fixed factor g > 1 per pass, the total solve cost is at most 1/(1 − g^{−3/2}) times that of the last pass.

Incomplete solution does not destroy the bounds, provided D and D* are evaluated from the functions actually obtained and the prescribed values are kept. If the discrete minimizer φ_h is perturbed by δ, zero on the electrodes, the cross term vanishes and D[φ_h + δ] = D[φ_h] + D[δ]. The damage is quadratic. In twenty trials on a coarse bend mesh, normal random errors of standard deviation 0.03 were added to all free nodal values; every bracket still contained the known F. Rounding matters when the gap approaches the arithmetic error of the energies. Summing the shares s_T avoids subtracting two nearly equal bounds, but is not interval arithmetic.

The guarantee fails in these cases:

- The triangles do not tile the domain. For curved edges, use an inner and an outer polygon with the same electrodes and the same r where they overlap. The outer potential restricted to the inner polygon is admissible there and has no more energy, so F_inner ≥ F_outer. The inner polygon's upper bound and the outer polygon's lower bound then enclose the curved strip.
- The metal contains an insulating hole. A free ψ on its rim lets q cross the rim, adding an unwanted boundary term to ∫∇φ·q dA. The cure is to make ψ constant on each rim, with that constant included in the minimization.
- The value of r varies inside a triangle but is replaced by one number. The bracket then belongs to the replaced material.
- The metal is anisotropic, or the current varies through the thickness. The scalar two-dimensional equations above no longer describe it.

Numbers as computed

```
bend, exact R/Rs: 6.558729
bend uniform: 16705 nodes, R/Rs 6.556619 to 6.560673, gap 4.05e-03
bend adaptive: 22187 nodes, R/Rs 6.558623 to 6.558814, gap 1.91e-04
bend gap slopes in nodes: uniform -0.683, adaptive -1.023
symmetric quadrilateral: R/Rs 0.97977 to 1.01587
its mixed corner: 216.87 deg, exponent 0.4150
its uniform gap slope: -0.4184
checkerboard 1:4: R/Rs 1.99966 to 2.00035
Rh line length, nominal width, thickness: 96, 16, 30 nm
vertex spacing: 6.0 nm
lower offsets (nm): 0 0 1 -1 -1.5 0.5 1.5 0 -1 1 2 0.5 -1.5 -0.5 1 0 0
upper offsets (nm): 0 0 -1.5 0 1 1.5 -0.5 -2 -0.5 1 -1 -2 0.5 1.5 0 0 0
vertex widths, smallest and largest: 13.0, 18.5 nm
rough resistivity: 4.7 microohm cm
sheet resistance: 1.56667 ohm per square
largest interior angle: 212.08 deg, exponent 0.8487
smooth line R/Rs: 6.000000
hand bounds R/Rs: 6.146817 to 6.330237
Rh mesh     51 nodes: R/Rs 6.174073 to 6.352908, gap 1.79e-01
Rh mesh    301 nodes: R/Rs 6.229963 to 6.257402, gap 2.74e-02
Rh mesh   1963 nodes: R/Rs 6.240915 to 6.244545, gap 3.63e-03
Rh mesh  14730 nodes: R/Rs 6.242498 to 6.242966, gap 4.67e-04
Rh mesh  28025 nodes: R/Rs 6.242612 to 6.242855, gap 2.43e-04
boundary-element R/Rs: 6.242635
Rh resistance bracket: 9.780092 to 9.780472 ohm
Rh midpoint: 9.780282 ohm, half gap 1.90e-04 ohm
relative full gap: 0.00389 percent
midpoint shift from 3882 to 28025 nodes: 1.49e-05 ohm
increase over smooth line: 4.046 percent
rough mean free path: 7.0 nm; spacing/path 0.857
film conductivity loss at nominal width: 0.16019, thick limit 0.16406
surface-scattering resistance factor, nominal section: 1.3361
R/Rs with width-dependent scattering: 8.39843 to 8.39907
extra geometric change: 0.686 to 0.698 percent
assumed grain size 20 nm, reflection 0.3, alpha 0.150
grain-boundary resistance factor: 1.2167
warming factor, 20 to 105 deg C: 1.2900
```
